# Error Bounds for Lanczos Diagonalization of a Truncated Holstein Ring: a numerical check

```python
"""Holstein polaron on a finite ring: Lanczos with certified phonon truncation.

H = -t sum(c+_{j+1} c_j + h.c.) + w sum b+_j b_j - g w sum n_j (b_j + b+_j)
One electron, hbar = 1.  At most M phonons are kept in total on the ring.
Result under test: the truncated ground state yields computable bounds on the
errors of the energy, phonon number N_ph and correlations
chi_r = sum_j <n_j (b_{j+r} + b+_{j+r})>, relative to the untruncated ring.
Phonon positions r are measured from the electron; lambda = g^2 w / (2 t).
"""
from types import SimpleNamespace
from math import comb, sqrt, pi
import numpy as np
import scipy.sparse as sp
from scipy.linalg import eigh_tridiagonal
from scipy.sparse.linalg import eigsh


def build_ring(sites, cutoff):
    """Phonon configurations in the electron frame, shift and lowering maps."""
    states = np.zeros((1, 0), dtype=np.int64)
    for _ in range(sites):
        pieces = []
        for n in range(cutoff + 1):
            kept = states[states.sum(axis=1) + n <= cutoff]
            column = np.full((len(kept), 1), n, dtype=np.int64)
            pieces.append(np.hstack([kept, column]))
        states = np.vstack(pieces)
    weights = (cutoff + 1) ** np.arange(sites, dtype=np.int64)
    codes = states @ weights
    order = np.argsort(codes)
    states, codes = states[order], codes[order]
    dim = len(codes)
    columns = np.arange(dim)
    target = np.searchsorted(codes, np.roll(states, -1, axis=1) @ weights)
    shift = sp.csr_matrix((np.ones(dim), (target, columns)), shape=(dim, dim))
    lower = []
    for r in range(sites):
        occupied = np.nonzero(states[:, r] > 0)[0]
        rows = np.searchsorted(codes, codes[occupied] - weights[r])
        amplitudes = np.sqrt(states[occupied, r].astype(float))
        lower.append(sp.csr_matrix((amplitudes, (rows, occupied)),
                                   shape=(dim, dim)))
    return SimpleNamespace(sites=sites, cutoff=cutoff, dim=dim, states=states,
                           total=states.sum(axis=1), shift=shift, lower=lower)


def momentum_hamiltonian(ring, t, w, g, momentum=0.0):
    phase = 1.0 if momentum == 0.0 else np.exp(-1j * momentum)
    hopping = phase * ring.shift + np.conj(phase) * ring.shift.T
    coupling = ring.lower[0] + ring.lower[0].T
    return (-t * hopping + w * sp.diags(ring.total.astype(float))
            - g * w * coupling).tocsr()


def dressed_hamiltonian(ring, t, w, g):
    """Truncated H lowered on its top phonon layer (inner lower-bound block)."""
    top = ring.total == ring.cutoff
    penalty = g * w * np.sqrt(ring.states[:, 0] + 1.0) * top
    return (momentum_hamiltonian(ring, t, w, g) - sp.diags(penalty)).tocsr()


def lanczos(matrix, start, wanted, tolerance, max_steps=240):
    """Lowest Ritz values, residual norms, ground vector, history."""
    dim = matrix.shape[0]
    max_steps = min(max_steps, dim)
    basis = np.empty((max_steps, dim))
    alpha, beta, history = [], [], []
    vector = start / np.linalg.norm(start)
    for k in range(max_steps):
        basis[k] = vector
        image = matrix @ vector
        alpha.append(vector @ image)
        image -= alpha[-1] * vector
        if k > 0:
            image -= beta[-1] * basis[k - 1]
        used = basis[:k + 1]
        image -= (used @ image) @ used
        norm = np.linalg.norm(image)
        finished = norm < 1e-11 or k == max_steps - 1
        if (k + 1) % 10 == 0 or finished:
            values, vectors = eigh_tridiagonal(np.array(alpha), np.array(beta))
            residuals = norm * np.abs(vectors[-1, :wanted])
            history.append((k + 1, values[0], residuals[0]))
            if finished or np.all(residuals < tolerance):
                break
        beta.append(norm)
        vector = image / norm
    assert np.all(residuals < tolerance), "Lanczos did not converge"
    ground = vectors[:, 0] @ basis[:k + 1]
    ground /= np.linalg.norm(ground)
    return values[:wanted], residuals, ground, history


def solve(ring, t, w, g):
    """Truncated ground state and its observables."""
    matrix = momentum_hamiltonian(ring, t, w, g)
    vacuum = (ring.total == 0).astype(float)
    _, _, psi, history = lanczos(matrix, vacuum, 1, 1e-8)
    prob = psi ** 2
    chi = np.array([2.0 * (psi @ (b @ psi)) for b in ring.lower])
    return SimpleNamespace(
        energy=psi @ (matrix @ psi), psi=psi, history=history,
        phonons=prob @ ring.total, local=prob @ ring.states, chi=chi,
        kinetic=-2.0 * t * (psi @ (ring.shift @ psi)),
        top=prob[ring.total == ring.cutoff].sum())


def certify(ring, result, t, w, g):
    """Error bounds relative to the ring with unlimited phonons."""
    m = ring.cutoff
    assert m + 1 > g ** 2
    outer = -2 * t + w * (m + 1) - g * w * (sqrt(m + 1) + sqrt(m + 2))
    start = np.random.default_rng(7).normal(size=ring.dim)
    values, res, _, _ = lanczos(dressed_hamiltonian(ring, t, w, g),
                                start, 2, 1e-6)
    inner_second = values[1] - res[1]
    inner_first = values[0] - res[0] ** 2 / (inner_second - values[0])
    low = min(inner_first, outer)
    second = min(inner_second, outer)
    assert second > result.energy, "cutoff too small for a certificate"
    eps = result.energy - low
    p = eps / (second - result.energy)
    assert 0 < p < 1
    delta2 = 2 * p / (1 + sqrt(1 - p))
    d2 = 2 / w * (eps + (result.energy + 2 * t + 2 * g * g * w) * delta2)
    delta, d = sqrt(delta2), sqrt(d2)
    return SimpleNamespace(
        low=low, second=second, inner=values, inner_second=inner_second,
        energy=eps, phonons=2 * d * sqrt(result.phonons) + d2,
        chi=2 * (delta * np.sqrt(result.local) + d) + 2 * d * delta)


def site_basis_model(sites, levels, t, w, g):
    """Unreduced Hamiltonian: electron site times a local phonon basis."""
    a = sp.diags(np.sqrt(np.arange(1.0, levels)), 1, format="csr")

    def embed(op, r):
        left = sp.identity(levels ** r, format="csr")
        right = sp.identity(levels ** (sites - 1 - r), format="csr")
        return sp.kron(sp.kron(left, op), right, format="csr")

    number = sum(embed(a.T @ a, r) for r in range(sites))
    displacement = [embed(a + a.T, r) for r in range(sites)]
    correlations = []
    for r in range(sites):
        terms = []
        for j in range(sites):
            on_site = sp.csr_matrix(([1.0], ([j], [j])), shape=(sites, sites))
            terms.append(sp.kron(on_site, displacement[(j + r) % sites],
                                 format="csr"))
        correlations.append(sum(terms))
    move = sp.csr_matrix(np.roll(np.eye(sites), 1, axis=0))
    number_full = sp.kron(sp.identity(sites), number, format="csr")
    hopping = sp.kron(move + move.T, sp.identity(levels ** sites), format="csr")
    h = -t * hopping + w * number_full - g * w * correlations[0]
    return h.tocsr(), number_full, correlations


t, w, lam, sites = 1.0, 1.0, 1.0, 6
g = sqrt(2 * t * lam / w)

# Momentum reduction against the complete unreduced spectrum, three sites.
h_site, number_site, _ = site_basis_model(3, 5, t, w, g)
keep = np.nonzero(number_site.diagonal() < 4.5)[0]
full_spectrum = np.linalg.eigvalsh(h_site[keep][:, keep].toarray())
small = build_ring(3, 4)
sectors = [np.linalg.eigvalsh(
    momentum_hamiltonian(small, t, w, g, 2 * pi * k / 3).toarray())
    for k in range(3)]
assert np.allclose(np.sort(np.concatenate(sectors)), full_spectrum, atol=1e-10)
assert sectors[0][0] < min(sectors[1][0], sectors[2][0]) - 1e-3

# Positive ground state, and one uniform-mode quantum above it.
_, vecs = np.linalg.eigh(
    momentum_hamiltonian(build_ring(3, 6), t, w, g).toarray())
assert np.min(vecs[:, 0] * np.sign(vecs[:, 0].sum())) > 0
levels3 = np.linalg.eigvalsh(
    momentum_hamiltonian(build_ring(3, 16), t, w, g).toarray())
mode_error = np.min(np.abs(levels3 - levels3[0] - w))
assert mode_error < 1e-5

# Bounds against an accurate reference with a different kind of cutoff.
h_ref, number_ref, corr_ref = site_basis_model(3, 16, t, w, g)
e_ref, v_ref = eigsh(h_ref, k=1, which="SA", v0=np.ones(h_ref.shape[0]))
e_ref, v_ref = e_ref[0], v_ref[:, 0]
n_ref = v_ref @ (number_ref @ v_ref)
chi_ref = np.array([v_ref @ (c @ v_ref) for c in corr_ref])
reference_rows = []
for m in (8, 10, 12):
    ring = build_ring(3, m)
    res = solve(ring, t, w, g)
    cert = certify(ring, res, t, w, g)
    dense = np.linalg.eigvalsh(dressed_hamiltonian(ring, t, w, g).toarray())
    assert np.allclose(cert.inner, dense[:2], atol=1e-8)
    # 1e-7 allows for the local cutoff of the reference itself.
    assert cert.low - 1e-7 <= e_ref <= res.energy + 1e-7
    assert abs(res.phonons - n_ref) <= cert.phonons + 1e-7
    assert np.all(np.abs(res.chi - chi_ref) <= cert.chi + 1e-7)
    reference_rows.append((m, res.energy - e_ref, cert.energy,
                           abs(res.phonons - n_ref), cert.phonons))

# Six-site convergence study.
cutoffs = list(range(4, 17, 2))
results, certs, dims = {}, {}, {}
for m in cutoffs:
    ring = build_ring(sites, m)
    dims[m] = ring.dim
    assert ring.dim == comb(sites + m, sites)
    results[m] = solve(ring, t, w, g)
    if m >= 8:
        certs[m] = certify(ring, results[m], t, w, g)
    if m == 6:
        psi_top = results[m].psi * (ring.total == m)
        lowered = sum(b @ psi_top for b in ring.lower)
        leak = results[m].top + (ring.lower[0] @ psi_top) @ lowered
        defect = results[m].chi.sum() - 2 * g
        assert abs(defect) > 1e-5
        assert abs(defect + 2 * g * leak) < 1e-6
last = cutoffs[-1]
best, best_cert = results[last], certs[last]
for m, m_next in zip(cutoffs[:-1], cutoffs[1:]):
    assert results[m_next].energy <= results[m].energy + 1e-11
for m in certs:
    assert certs[m].low <= best.energy + 1e-11
    assert abs(results[m].phonons - best.phonons) <= (
        certs[m].phonons + best_cert.phonons)
    assert np.all(np.abs(results[m].chi - best.chi)
                  <= certs[m].chi + best_cert.chi)

# Exact properties of the uniform phonon mode at the largest cutoff.
uniform = sum(b @ best.psi for b in ring.lower)
uniform_phonons = uniform @ uniform / sites
assert abs(best.chi.sum() - 2 * g) < 1e-5
assert abs(uniform_phonons - g * g / sites) < 1e-5

# Early Lanczos steps do not feel the cutoff; residual bound on Ritz energy.
assert abs(results[10].history[0][1] - best.history[0][1]) < 1e-10
assert abs(results[4].history[0][1] - best.history[0][1]) > 1e-6
tested = 0
for steps, ritz, residual in best.history:
    gap = best_cert.inner_second - ritz
    if gap > 0:
        assert -1e-11 <= ritz - best.energy <= residual ** 2 / gap + 1e-11
        tested += 1
assert tested >= 2

# Crossover with coupling at the same cutoff.
coupling_rows = []
for lam_value in (0.5, 1.0, 1.5):
    g_value = sqrt(2 * t * lam_value / w)
    if lam_value == lam:
        res, cert = best, best_cert
    else:
        res = solve(ring, t, w, g_value)
        cert = certify(ring, res, t, w, g_value)
    coupling_rows.append((lam_value, res, cert, res.chi[0] / (2 * g_value)))
for weak, strong in zip(coupling_rows[:-1], coupling_rows[1:]):
    assert strong[1].phonons > weak[1].phonons
    assert strong[3] > weak[3]
    assert abs(strong[1].kinetic) < abs(weak[1].kinetic)
    assert strong[2].energy > weak[2].energy

print("Energies in units of t; N_ph, chi and C dimensionless")
print(f"sites={sites} t={t:.1f} w={w:.1f} lambda={lam:.1f} g={g:.6f}")
print("M | states | energy | N_ph | chi_0 | top-layer weight")
for m in cutoffs:
    r = results[m]
    print(f"{m:2d} {dims[m]:6d} {r.energy:.9f} {r.phonons:.7f} "
          f"{r.chi[0]:.7f} {r.top:.2e}")
print("Error bounds: M | energy | N_ph | chi_0")
for m, c in certs.items():
    print(f"{m:2d} {c.energy:.2e} {c.phonons:.2e} {c.chi[0]:.2e}")
print(f"M={last}: lower bound on E_0 = {best_cert.low:.9f} t")
print(f"M={last}: lower bound on E_1 = {best_cert.second:.6f} t")
print(f"Lanczos at M={last}: steps | energy error (t) | residual (t)")
for steps, ritz, residual in best.history[:6]:
    print(f"{steps:3d} {max(ritz - best.energy, 0.0):.1e} {residual:.1e}")
print(f"Correlation at M={last}: r | chi_r | C_r")
for r in range(sites // 2 + 1):
    print(f"{r} {best.chi[r]:.6f} {best.chi[r] - 2 * g / sites:+.6f}")
print(f"sum of chi_r = {best.chi.sum():.7f}, 2g = {2 * g:.7f}")
print(f"uniform-mode phonons = {uniform_phonons:.7f}")
print(f"M=6 sum-rule defect = {defect:.4e}, predicted {-2 * g * leak:.4e}")
print("lambda | energy | kinetic | N_ph | chi_0/(2g)")
for value, r, c, fraction in coupling_rows:
    print(f"{value:.1f} {r.energy:.6f} {r.kinetic:.5f} "
          f"{r.phonons:.5f} {fraction:.5f}")
print("Bounds by lambda: energy (t) | N_ph | chi_0")
for value, r, c, fraction in coupling_rows:
    print(f"{value:.1f} {c.energy:.1e} {c.phonons:.1e} {c.chi[0]:.1e}")
print("3-site test: M | E error, bound (t) | N_ph error, bound")
for m, de, be, dn, bn in reference_rows:
    print(f"{m:2d} {de:.1e} {be:.1e} {dn:.1e} {bn:.1e}")
print("ALL CHECKS PASSED")
```

Printed output:

```
Energies in units of t; N_ph, chi and C dimensionless
sites=6 t=1.0 w=1.0 lambda=1.0 g=1.414214
M | states | energy | N_ph | chi_0 | top-layer weight
 4    210 -2.985457265 0.7167734 1.5061056 6.71e-03
 6    924 -2.999613585 0.8002835 1.5960525 5.08e-04
 8   3003 -3.000703217 0.8113054 1.6069774 2.41e-05
10   8008 -3.000754579 0.8120461 1.6076767 7.63e-07
12  18564 -3.000756194 0.8120762 1.6077042 1.73e-08
14  38760 -3.000756230 0.8120770 1.6077050 2.95e-10
16  74613 -3.000756231 0.8120770 1.6077050 3.92e-12
Error bounds: M | energy | N_ph | chi_0
 8 1.96e-04 7.29e-02 1.03e-01
10 6.26e-06 1.28e-02 1.83e-02
12 1.45e-07 1.94e-03 2.78e-03
14 2.54e-09 2.57e-04 3.68e-04
16 3.48e-11 3.01e-05 4.31e-05
M=16: lower bound on E_0 = -3.000756231 t
M=16: lower bound on E_1 = -2.000756 t
Lanczos at M=16: steps | energy error (t) | residual (t)
 10 1.0e-04 2.3e-02
 20 2.0e-08 3.5e-04
 30 1.7e-12 3.3e-06
 40 0.0e+00 1.6e-08
 50 0.0e+00 1.2e-10
Correlation at M=16: r | chi_r | C_r
0 1.607705 +1.136300
1 0.435755 -0.035649
2 0.136189 -0.335216
3 0.076834 -0.394570
sum of chi_r = 2.8284271, 2g = 2.8284271
uniform-mode phonons = 0.3333333
M=6 sum-rule defect = -1.1352e-02, predicted -1.1352e-02
lambda | energy | kinetic | N_ph | chi_0/(2g)
0.5 -2.471478 -1.80378 0.32441 0.49605
1.0 -3.000756 -1.53920 0.81208 0.56841
1.5 -3.623428 -1.17381 1.66146 0.68518
Bounds by lambda: energy (t) | N_ph | chi_0
0.5 3.1e-15 1.4e-07 3.1e-07
1.0 3.5e-11 3.0e-05 4.3e-05
1.5 6.7e-08 2.3e-03 2.5e-03
3-site test: M | E error, bound (t) | N_ph error, bound
 8 5.2e-05 1.9e-04 7.3e-04 7.5e-02
10 1.6e-06 5.9e-06 2.8e-05 1.3e-02
12 3.4e-08 1.3e-07 7.5e-07 2.0e-03
ALL CHECKS PASSED
```
